# The Cooper-Zare formula for photoelectron angular distributions: a program that tests the result

```python
"""
Result under test: the Cooper-Zare asymmetry parameter beta for dipole
photoionisation of an equally populated nl subshell by linearly polarised light,
W(theta) proportional to 1 + beta*P2(cos(theta)), where
beta = [l(l-1)Rm^2 + (l+1)(l+2)Rp^2 - 6l(l+1)Rm*Rp*cos(dp-dm)]
       / {(2l+1)[l*Rm^2 + (l+1)*Rp^2]}.
Rm, Rp: radial dipole integrals to L=l-1, L=l+1, with continuum functions of
unit asymptotic amplitude. dm, dp: their phases, Coulomb part included and
-L*pi/2 excluded. theta: angle between polarisation and electron momentum.
Hydrogen is nonrelativistic with a fixed nucleus. Internal lengths are in a0.
"""
import math
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.special import lpmv, eval_legendre

BOHR = const.physical_constants["Bohr radius"][0]
HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
ANGLE_X, ANGLE_W = np.polynomial.legendre.leggauss(24)


def cooper_zare(l, rm, rp, phase_difference):
    top = (l*(l-1)*rm**2 + (l+1)*(l+2)*rp**2
           - 6*l*(l+1)*rm*rp*math.cos(phase_difference))
    return top / ((2*l+1)*(l*rm**2 + (l+1)*rp**2))


def polar_harmonic(L, m, x):
    """Spherical harmonic without its azimuthal exponential, for |m|."""
    m = abs(m)
    norm = math.sqrt((2*L+1)/(4*math.pi)
                     * math.factorial(L-m)/math.factorial(L+m))
    return norm*lpmv(m, L, x)


def explicit_distribution(l, rm, rp, dm, dp, initial_m):
    """Intensity summed over initial m, quantised along the polarisation."""
    intensity = np.zeros_like(ANGLE_X)
    for m in initial_m:
        amplitude = np.zeros_like(ANGLE_X, dtype=complex)
        for L, radial, phase in ((l-1, rm, dm), (l+1, rp, dp)):
            if L < abs(m):
                continue
            final = polar_harmonic(L, m, ANGLE_X)
            initial = polar_harmonic(l, m, ANGLE_X)
            coupling = 2*math.pi*np.sum(ANGLE_W*final*ANGLE_X*initial)
            amplitude += ((-1j)**L*np.exp(1j*phase)*radial*coupling*final)
        intensity += abs(amplitude)**2
    return intensity


def legendre_coefficients(intensity):
    """Coefficients of P0 to P6, divided by the P0 coefficient."""
    values = np.array([(2*j+1)/2*np.sum(ANGLE_W*intensity
                       * eval_legendre(j, ANGLE_X)) for j in range(7)])
    return values/values[0]


# General angular algebra, tested by explicit sums over magnetic states.
rng = np.random.default_rng(7)
for l in range(5):
    cases = [(*rng.uniform(-2, 2, 2), *rng.uniform(-3, 3, 2))
             for _ in range(6)]
    for rm, rp, dm, dp in cases:
        c = legendre_coefficients(
            explicit_distribution(l, rm, rp, dm, dp, range(-l, l+1)))
        assert abs(c[2] - cooper_zare(l, rm, rp, dp-dm)) < 1e-10
        assert np.max(np.abs(c[[1, 3, 4, 5, 6]])) < 1e-10
    if l > 0:
        special = [(l+1, l, -1.0), (1, -1, 2.0),
                   (1, 0, (l-1)/(2*l+1)), (0, 1, (l+2)/(2*l+1))]
        for rm, rp, expected in special:
            c = legendre_coefficients(explicit_distribution(
                l, rm, rp, 0.0, 0.0, range(-l, l+1)))
            assert abs(c[2]-expected) < 1e-10
    else:
        c = legendre_coefficients(
            explicit_distribution(0, 0.0, 1.0, 0.0, 0.4, [0]))
        assert abs(c[2]-2.0) < 1e-10


def bound_norm(n):
    """Normalisation of P(r)=N*r^n*exp(-r/n), the hydrogen state l=n-1."""
    return (2/n)**(n+0.5)/math.sqrt(math.factorial(2*n))


def coulomb_phase(L, k):
    return float(mp.arg(mp.gamma(L+1-1j/k)))


def radial_integral(n, L, k):
    x, w = np.polynomial.legendre.leggauss(160)
    r = 20*n*(x+1)
    continuum = np.array([float(mp.re(mp.coulombf(L, -1/k, k*float(s))))
                          for s in r])
    bound = bound_norm(n)*r**n*np.exp(-r/n)
    return float(np.sum(20*n*w*continuum*r*bound))


def closed_wave_amplitudes(n, k):
    """Dipole amplitudes from the full Coulomb wave, momentum along z.

    Parabolic coordinates are xi=r+z and eta=r-z. No partial waves are used.
    """
    l = n-1
    x, w = np.polynomial.legendre.leggauss(240)
    s = 40*n*(x+1)
    weights = 40*n*w
    hyper = np.array([complex(mp.hyp1f1(1j/k, 1, 1j*k*float(v))) for v in s])
    xi, eta = s[:, None], s[None, :]
    r, z = (xi+eta)/2, (xi-eta)/2
    cosine = z/r
    volume = weights[:, None]*weights[None, :]*(xi+eta)/4
    prefactor = math.exp(math.pi/(2*k))*complex(mp.gamma(1-1j/k))
    wave = prefactor*np.exp(-1j*k*z)*hyper[:, None]
    radial = bound_norm(n)*r**(n-1)*np.exp(-r/n)
    common = volume*wave*radial
    parallel = 2*math.pi*np.sum(common*z*polar_harmonic(l, 0, cosine))
    real_orbital = -math.sqrt(2)*polar_harmonic(l, 1, cosine)
    perpendicular = math.pi*np.sum(common*np.sqrt(xi*eta)*real_orbital)
    return parallel, perpendicular


def partial_wave_amplitudes(l, k, rm, rp, dm, dp):
    lower, upper = rm*np.exp(1j*dm), rp*np.exp(1j*dp)
    common = 4*math.pi/k*(-1j)**(l-1)
    parallel = (common/math.sqrt(4*math.pi*(2*l+1))
                * (l*lower-(l+1)*upper))
    perpendicular = (common*math.sqrt(l*(l+1)/(8*math.pi*(2*l+1)))
                     * (lower+upper))
    return parallel, perpendicular


def hydrogen_case(n, energy_ev):
    l = n-1
    k = math.sqrt(2*energy_ev/HARTREE_EV)
    rm, rp = radial_integral(n, l-1, k), radial_integral(n, l+1, k)
    dm, dp = coulomb_phase(l-1, k), coulomb_phase(l+1, k)
    difference = -math.atan(1/(k*l))-math.atan(1/(k*(l+1)))
    assert abs(np.exp(1j*(dp-dm))-np.exp(1j*difference)) < 1e-11
    return k, rm, rp, dm, dp, difference, cooper_zare(l, rm, rp, difference)


energy = 10.0
main = hydrogen_case(2, energy)
d_state = hydrogen_case(3, energy)
k, rm, rp, dm, dp, difference, beta = main

# The asymptotic convention is checked far out, with an error of order 1/(kr).
for L in (0, 1, 2, 3):
    rho = 5000.0
    computed = float(mp.re(mp.coulombf(L, -1/k, rho)))
    asymptotic = math.sin(rho+math.log(2*rho)/k-L*math.pi/2
                          + coulomb_phase(L, k))
    assert abs(computed-asymptotic) < 3e-3

# Full three-dimensional Coulomb amplitudes test signs, phases and beta.
closed_betas = []
for n, data in ((2, main), (3, d_state)):
    full = np.array(closed_wave_amplitudes(n, k))
    partial = np.array(partial_wave_amplitudes(n-1, k, *data[1:5]))
    assert np.max(abs(full-partial)) < 1e-6*np.max(abs(full))
    a2, b2 = abs(full)**2
    value = 2*(a2-b2)/(a2+2*b2)
    assert abs(value-data[6]) < 1e-6
    closed_betas.append(value)

# Unequal magnetic populations introduce a fourth-order Legendre term.
single_m = legendre_coefficients(
    explicit_distribution(1, rm, rp, dm, dp, [0]))
assert abs(single_m[4]) > 0.01

denominator = 3*(rm**2+2*rp**2)
upper_term = 6*rp**2
interference = -12*rm*rp*math.cos(difference)
print("Hydrogen 2p, equal m populations, fixed nucleus")
print(f"Photoelectron energy: {energy:.3f} eV")
print(f"Binding energy of 2p: {HARTREE_EV/8:.5f} eV")
print(f"Photon energy: {energy+HARTREE_EV/8:.5f} eV")
print(f"Bohr radius: {BOHR:.8e} m")
print(f"Wave number k: {k/BOHR:.6e} m^-1")
print(f"k*a0: {k:.6f} (dimensionless)")
print(f"R_minus (p to s): {rm:.6f} a0^(3/2)")
print(f"R_plus (p to d): {rp:.6f} a0^(3/2)")
print(f"R_minus/R_plus: {rm/rp:.6f} (dimensionless)")
print(f"Coulomb phase L=0: {dm:.6f} rad")
print(f"Coulomb phase L=2: {dp:.6f} rad")
print(f"delta_plus-delta_minus: {difference:.6f} rad")
print(f"Same phase difference: {math.degrees(difference):.4f} degrees")
print(f"Cosine of phase difference: {math.cos(difference):.6f}")
print(f"Numerator, lower-channel term: {0*rm**2:.6f} a0^3")
print(f"Numerator, upper-channel term: {upper_term:.6f} a0^3")
print(f"Numerator, interference term: {interference:.6f} a0^3")
print(f"Denominator: {denominator:.6f} a0^3")
print(f"beta, Cooper-Zare: {beta:.6f} (dimensionless)")
print(f"beta, full Coulomb wave: {closed_betas[0]:.6f} (dimensionless)")
print(f"beta without interference: {upper_term/denominator:.6f}")
print("beta with interference sign reversed: "
      f"{(upper_term-interference)/denominator:.6f}")
print(f"W(0 deg)/angular mean: {1+beta:.6f}")
print(f"W(90 deg)/angular mean: {1-beta/2:.6f}")
print(f"W(0 deg)/W(90 deg): {(1+beta)/(1-beta/2):.6f}")
print("Angle where P2=0: "
      f"{math.degrees(math.acos(1/math.sqrt(3))):.4f} degrees")
print(f"2p, m=0 only: P4/P0 coefficient = {single_m[4]:.6f}")
print("Hydrogen 2p: energy/eV, R_minus/R_plus, phase/rad, beta")
for electron_energy in (1.0, 5.0, 10.0, 30.0):
    row = main if electron_energy == energy else hydrogen_case(
        2, electron_energy)
    print(f"{electron_energy:6.1f}  {row[1]/row[2]:.6f}  "
          f"{row[5]:.6f}  {row[6]:.6f}")
print(f"Hydrogen 3d at {energy:.1f} eV: beta = {d_state[6]:.6f}")
print(f"Hydrogen 3d, full Coulomb wave: beta = {closed_betas[1]:.6f}")
print("verified")
```

Running it gives:

```
Hydrogen 2p, equal m populations, fixed nucleus
Photoelectron energy: 10.000 eV
Binding energy of 2p: 3.40142 eV
Photon energy: 13.40142 eV
Bohr radius: 5.29177211e-11 m
Wave number k: 1.620088e+10 m^-1
k*a0: 0.857314 (dimensionless)
R_minus (p to s): 0.174158 a0^(3/2)
R_plus (p to d): 0.462280 a0^(3/2)
R_minus/R_plus: 0.376736 (dimensionless)
Coulomb phase L=0: 0.275177 rad
Coulomb phase L=2: -1.114882 rad
delta_plus-delta_minus: -1.390060 rad
Same phase difference: -79.6445 degrees
Cosine of phase difference: 0.179754
Numerator, lower-channel term: 0.000000 a0^3
Numerator, upper-channel term: 1.282217 a0^3
Numerator, interference term: -0.173663 a0^3
Denominator: 1.373210 a0^3
beta, Cooper-Zare: 0.807272 (dimensionless)
beta, full Coulomb wave: 0.807272 (dimensionless)
beta without interference: 0.933737
beta with interference sign reversed: 1.060203
W(0 deg)/angular mean: 1.807272
W(90 deg)/angular mean: 0.596364
W(0 deg)/W(90 deg): 3.030485
Angle where P2=0: 54.7356 degrees
2p, m=0 only: P4/P0 coefficient = 2.183966
Hydrogen 2p: energy/eV, R_minus/R_plus, phase/rad, beta
   1.0  0.274477  -2.380005  1.346576
   5.0  0.335988  -1.715499  1.038292
  10.0  0.376736  -1.390060  0.807272
  30.0  0.437604  -0.917474  0.427128
Hydrogen 3d at 10.0 eV: beta = 0.445040
Hydrogen 3d, full Coulomb wave: beta = 0.445040
verified
```
